# Population and free-energy errors from transition counts in a two-state process

**Q:** I have a first-principles trajectory in which a system hops between two arrangements, A and B. I saved tens of thousands of frames and counted how many lie in A. With so many frames, surely the population has a negligible statistical error?

**A:** That depends on how much independent information the frames carry, so we need a model of the hopping. Let the system jump from A to B with probability $a\,dt$ in a short time $dt$, and from B to A with probability $b\,dt$, whatever happened before. This two-state Markov process is called a telegraph process. If $p_A(t)$ is the probability of being in A, loss and gain give

$$\frac{dp_A}{dt}=-a\,p_A+b\,(1-p_A)=b-k\,p_A,\qquad k=a+b .$$

The stationary value follows from setting the derivative to zero:

$$p=\frac{b}{k},\qquad 1-p=\frac{a}{k}.$$

Since $b=kp$, the equation reads $d(p_A-p)/dt=-k(p_A-p)$, and therefore

$$p_A(t)=p+[p_A(0)-p]\,e^{-kt}.$$

Memory of the initial state decays at the sum of the rates, because a jump in either direction helps to erase it.

For numbers, take round model parameters: $a=0.05$ and $b=0.20$ per picosecond. Then $k=0.25\ \mathrm{ps^{-1}}$, $p=0.20/0.25=0.80$, and the memory time is $1/k=4.0$ ps. Let the trajectory last $T=400$ ps at temperature $\Theta=300$ K. I write $\Theta$ for temperature because $T$ is the length.

**Q:** A decay of the mean is not yet an error bar. What fluctuates in my estimate?

**A:** Define $h(t)=1$ when the system is in A and $h(t)=0$ when it is in B. For continuous observation your estimate is

$$\hat p=\frac1T\int_0^T h(t)\,dt .$$

Assume that equilibration is finished, so the process is stationary and $\langle h\rangle=p$. Then $\langle\hat p\rangle=p$, and the variance of $\hat p$ over many hypothetical trajectories is set by the correlation function of $h$.

The product $h(0)h(t)$ equals one when the system is in A at both times. Its mean is the probability $p$ of starting in A times the probability of being in A a time $t$ later. The latter is the solution above with $p_A(0)=1$:

$$\langle h(0)h(t)\rangle=p\,[p+(1-p)e^{-kt}].$$

Subtracting $p^2$ gives, for $t\ge0$,

$$C(t)=\langle h(0)h(t)\rangle-p^2=p(1-p)\,e^{-kt}.$$

Stationarity makes $C$ an even function of the time difference. At $t=0$ it is $p(1-p)$, the variance of a single yes-or-no observation.

**Q:** Then integrate it, and please do not drop the end effects.

**A:** Squaring the time average gives a double integral:

$$\mathrm{Var}\,\hat p=\frac1{T^2}\int_0^T\!dt_1\int_0^T\!dt_2\;C(|t_1-t_2|).$$

A separation $t$ between the two times can be placed in the interval over a range $T-t$, and either time may be the earlier one. Hence

$$\mathrm{Var}\,\hat p=\frac{2}{T^2}\int_0^T(T-t)\,C(t)\,dt .$$

The remaining integral is done by parts, integrating the exponential and differentiating $T-t$:

$$\int_0^T(T-t)e^{-kt}dt=\left[-\frac{(T-t)e^{-kt}}{k}\right]_0^T-\frac1k\int_0^Te^{-kt}dt=\frac Tk-\frac{1-e^{-kT}}{k^2}.$$

Multiplying by $2p(1-p)/T^2$ and taking out a factor $1/(kT)$,

$$\mathrm{Var}\,\hat p=\frac{2p(1-p)}{kT}\left[1-\frac{1-e^{-kT}}{kT}\right].$$

This holds for any $T$ within the model. When $kT\gg1$ the bracket tends to one, leaving

$$\mathrm{Var}\,\hat p\simeq\frac{2p(1-p)}{kT}.$$

The short form is therefore a long-trajectory result.

**Q:** How wrong is it if my trajectory is short?

**A:** Put $x=kT$ and expand the exponential for small $x$. Then $(1-e^{-x})/x=1-x/2+x^2/6-\dots$, so the bracket is $x/2-x^2/6+\dots$ and

$$\mathrm{Var}\,\hat p=p(1-p)\left[1-\frac{kT}{3}+\dots\right].$$

A very short run is a single observation: it sees one state and reports zero or one. The long-time formula would instead diverge. The ratio of the full variance to the long-time formula is 0.136 at $kT=0.3$, 0.683 at $kT=3$, and 0.990 at $kT=100$. For large $kT$ the relative correction is close to $-1/(kT)$.

In our example $kT=0.25\times400=100$, so

$$\mathrm{Var}\,\hat p\simeq\frac{2(0.80)(0.20)}{100}=0.0032,\qquad \sigma_p\simeq0.057 .$$

The full formula gives a variance of 0.00317, and simulated trajectories give a standard error of 0.0563. The population is thus $0.80\pm0.06$ for continuous observation. Writing frames more densely approaches this error and does not drive it towards zero.

**Q:** My trajectory did not start from an equilibrium draw. I built the structure in state A.

**A:** Then the mean is shifted. Average the relaxing probability with $p_A(0)=1$:

$$\langle\hat p\rangle-p=\frac1T\int_0^T(1-p)e^{-kt}dt=(1-p)\frac{1-e^{-kT}}{kT}.$$

Here this is $0.20/100=0.002$, much less than 0.057. For long runs the ratio of the bias to the standard error of a stationary start is

$$\frac{(1-p)/(kT)}{\sqrt{2p(1-p)/(kT)}}=\sqrt{\frac{1-p}{2p\,kT}} .$$

It falls as $T^{-1/2}$. If A is a rare state and the run is not long enough, this ratio exceeds one, but the stationary error then no longer describes runs started in A. The first stay in A, whose mean and spread are both about $1/k$, adds a scatter of about $1/(kT)$, as large as the bias itself, so bias and scatter are comparable and both exceed the stationary error. Starting in the rare state needs $kT\gg(1-p)/(2p)$, which is a stronger demand than $kT\gg1$ when $p$ is small.

**Q:** I am still not ready to give up my frames. Saving more of them must add something.

**A:** Let us count them explicitly. Save $n$ frames at spacing $\delta$, with $T=n\delta$, and let $\rho=e^{-k\delta}$ be the correlation between neighbours. There are $n$ terms at zero separation and $2(n-m)$ ordered pairs at separation $m$, so

$$\mathrm{Var}\,\hat p_n=\frac{p(1-p)}{n^2}\,[\,n+2S\,],\qquad S=\sum_{m=1}^{n-1}(n-m)\rho^m .$$

In $S$ each power $\rho^m$ appears $n-m$ times. The same is true if we add up the partial geometric sums ending at $j=1,\dots,n-1$:

$$S=\sum_{j=1}^{n-1}\sum_{m=1}^{j}\rho^m=\frac{\rho}{1-\rho}\sum_{j=1}^{n-1}(1-\rho^j)=\frac{\rho}{1-\rho}\left[n-1-\frac{\rho-\rho^n}{1-\rho}\right].$$

Because $1+(\rho-\rho^n)/(1-\rho)=(1-\rho^n)/(1-\rho)$, the last bracket equals $n-(1-\rho^n)/(1-\rho)$. Combining $n+2n\rho/(1-\rho)=n(1+\rho)/(1-\rho)$ gives

$$\mathrm{Var}\,\hat p_n=\frac{p(1-p)}{n}\left[\frac{1+\rho}{1-\rho}-\frac{2\rho(1-\rho^n)}{n(1-\rho)^2}\right].$$

Now save ever more densely at fixed $T$. Then $1-\rho\to k\delta$ and $\rho^n=e^{-kT}$. The first term becomes $2p(1-p)/(kT)$, and the second becomes $-2p(1-p)(1-e^{-kT})/(kT)^2$. Together they are the continuous result, which does not vanish.

The numbers for 400 ps show the saturation:

- 40 frames, 10 ps apart: error of $\hat p$ 0.0685; if treated as independent, 0.0632.
- 400 frames, 1 ps apart: error 0.0564; if independent, 0.0200.
- 40000 frames, 0.01 ps apart: error 0.0563; if independent, 0.0020.

Going from 400 to 40000 frames changes the true error by less than 0.0002. The independent-frame estimate meanwhile falls tenfold and ends up too small by a factor of about 28.

**Q:** So how many independent observations do I have?

**A:** Compare the long-time variance with $p(1-p)/n_{\rm eff}$, the result for independent observations. This gives $n_{\rm eff}=kT/2$, which is 50 here. One effective observation costs two memory times, because $C(t)$ extends to both sides of each instant.

**Q:** You promised me nothing about transitions, yet people tell me to count them. Is 50 the number of transitions?

**A:** No. In the stationary state the expected number of A→B jumps per unit time is the chance of being in A times the rate out of it:

$$p\,a=p(1-p)k .$$

The reverse flux is $(1-p)b=(1-p)pk$, which is the same, as stationarity requires. Counting both directions, the expected number of transitions is

$$N=2p(1-p)\,kT .$$

In the example $N=2(0.80)(0.20)(100)=32$, and the simulated mean is 32.01. The two counts differ by the factor $N/n_{\rm eff}=4p(1-p)$. They agree at $p=1/2$; for unequal populations there are fewer transitions than effective observations.

Substituting $kT=N/[2p(1-p)]$ in the long-time variance gives

$$\mathrm{Var}\,\hat p\simeq\frac{4p^2(1-p)^2}{N}.$$

**Q:** Then the transition count does not fix the error. There is still a $p$ in the formula.

**A:** For the population, you are right: one must know both $N$ and $p$. The free-energy difference behaves differently. With $k_B$ the Boltzmann constant, define

$$\Delta F=F_B-F_A=-k_B\Theta\ln\frac{1-p}{p}=k_B\Theta\ln\frac{p}{1-p}.$$

A positive $\Delta F$ means that A is favoured. The derivative of the logarithm is

$$\frac{d}{dp}\ln\frac{p}{1-p}=\frac1p+\frac1{1-p}=\frac{1}{p(1-p)} .$$

For small errors we multiply the variance of $\hat p$ by the square of this derivative:

$$\frac{\mathrm{Var}(\Delta F)}{(k_B\Theta)^2}\simeq\frac{1}{p^2(1-p)^2}\,\frac{4p^2(1-p)^2}{N}=\frac4N,\qquad \sigma_{\Delta F}\simeq\frac{2k_B\Theta}{\sqrt N}.$$

The populations cancel. At leading order and a given temperature, the rates enter through $N$ alone.

**Q:** That cancellation rests on a linear expansion of a logarithm. When may I trust it?

**A:** The error of $\hat p$ must be small compared with both populations. From the variance just found,

$$\frac{\sigma_p}{p}=\frac{2(1-p)}{\sqrt N},\qquad \frac{\sigma_p}{1-p}=\frac{2p}{\sqrt N}.$$

Both are below $2/\sqrt N$, so many transitions are enough, even for a rare state.

In molar units $k_B\Theta$ is 2.494 kJ/mol at 300 K. The free-energy difference is $2.494\ln4=3.46$ kJ/mol, and its leading error is

$$\sigma_{\Delta F}\simeq\frac{2\times2.494}{\sqrt{32}}=0.88\ \mathrm{kJ/mol},$$

or 9.1 meV per system. The simulated spread is 0.92 kJ/mol, about 4% larger than the formula. The simulated error of $\hat p$ itself is slightly below its long-time formula, so the excess arises in the passage from $\hat p$ to the logarithm, where the linear step drops the higher-order terms of the expansion.

**Q:** One value of $p$ proves no cancellation. Show me systems with different populations.

**A:** Keep $k=0.25\ \mathrm{ps^{-1}}$ and choose each length so that $N=320$. The formula then predicts a free-energy error of $2/\sqrt{320}=0.112$ in units of $k_B\Theta$. Simulated trajectories give:

- $p=0.50$, $T=2560$ ps: population error 0.0280, free-energy error 0.112.
- $p=0.80$, $T=4000$ ps: population error 0.0179, free-energy error 0.112.
- $p=0.95$, $T=13474$ ps: population error 0.0053, free-energy error 0.112.

The population errors differ by a factor of about five, while the free-energy errors agree to the digits shown. The price of unequal populations is time: at fixed $k$, collecting the same $N$ takes a length proportional to $1/[p(1-p)]$.

**Q:** I follow the algebra, but I do not see why nature should care about the count. Is there an argument without correlation functions?

**A:** Look at the dwell times. Suppose you stop after $M$ complete sojourns in each state, rather than at a fixed time. The total time in A is $S_A=X/a$, where $X$ is a sum of $M$ independent exponential variables of unit mean. Likewise $S_B=Y/b$. Therefore

$$\ln\frac{S_A}{S_B}=\ln\frac ba+\ln X-\ln Y,\qquad \frac ba=\frac{p}{1-p}.$$

The rates set the true answer, but the noise $\ln X-\ln Y$ contains neither of them. They merely fix the unit in which each dwell time is measured.

To find the noise, note that the sum $X$ has density $x^{M-1}e^{-x}/\Gamma(M)$. This is the exponential for $M=1$, and adding one more exponential variable gives

$$\int_0^x\frac{y^{M-1}e^{-y}}{\Gamma(M)}\,e^{-(x-y)}dy=\frac{x^Me^{-x}}{M\,\Gamma(M)}=\frac{x^Me^{-x}}{\Gamma(M+1)},$$

which is the same form with $M+1$. Its moments are $\langle X^s\rangle=\Gamma(M+s)/\Gamma(M)$. Since $X^s=e^{s\ln X}$, the second derivative of $\ln\langle X^s\rangle$ at $s=0$ is the variance of $\ln X$:

$$\mathrm{Var}(\ln X)=\psi_1(M),\qquad \psi_1(M)=\frac{d^2}{dM^2}\ln\Gamma(M).$$

The two states contribute independently, so the log ratio has variance $2\psi_1(M)$ for every $a$ and $b$. Its mean is $\ln(b/a)$, because $\ln X$ and $\ln Y$ have equal means. For large $M$, $\psi_1(M)\simeq1/M$. Each state was left $M$ times, hence $N=2M$ and the variance is $2/M=4/N$ again.

For $M=16$, which corresponds to 32 transitions, $2\psi_1(M)=0.1290$, while $2/M=0.1250$. Sampled dwell times give 0.126 from 20000 samples, whose sampling scatter of about 0.0013 is too large to separate the two values sharply. By the exact value, the leading formula is about 3% low in variance under this stopping rule.

**Q:** Rare events are usually Poisson. If I see B only $M$ times, I would expect a relative variance $1/M$, not $2/M$.

**A:** The number of visits is only part of the noise. Let B be rare, so that visits are short and nearly independent, and let their expected number in time $T$ be $M$. A dwell time $\tau$ in B has mean $1/b$ and mean square $2/b^2$. For a Poisson number of independent visits, the variance of the total time is $M\langle\tau^2\rangle$. This combines the scatter of the durations, $M(\langle\tau^2\rangle-\langle\tau\rangle^2)$, with the scatter of the number of visits, $M\langle\tau\rangle^2$. Hence

$$\frac{M\langle\tau^2\rangle}{(M\langle\tau\rangle)^2}=\frac{2M/b^2}{M^2/b^2}=\frac2M .$$

Half comes from how often B is visited and half from how long each visit lasts. This agrees with the general result, since $\sigma_p^2/(1-p)^2=4p^2/N\to4/N=2/M$ as $p\to1$.

**Q:** In practice I know neither $k$ nor the expected $N$. I have one trajectory and the count it happened to give.

**A:** Insert the observed count $N_{\rm obs}$ and quote $2k_B\Theta/\sqrt{N_{\rm obs}}$ as the standard error. In the simulated 400 ps trajectories, bars of twice this size contained the true free-energy difference in 95% of cases. If the trajectory shows no transition, this recipe gives no error bar, and the data give no finite estimate of $\Delta F$ either.

The same formula plans a run. For an error of 0.5 kJ/mol we need

$$N=4\left(\frac{2.494}{0.5}\right)^2\simeq100,\qquad T=\frac{N}{2p(1-p)k}\simeq\frac{99.5}{0.080\ \mathrm{ps^{-1}}}\simeq1240\ \mathrm{ps}.$$

Halving that target error would require four times as many transitions and, at the same rates, four times the length.

**Q:** My coordinate crosses the dividing surface hundreds of times in a burst. By your formula, my precision is wonderful.

**A:** Those crossings are not transitions of the telegraph process. The model assumes exponential dwell times. A system still sitting on the border usually crosses back at once, but now and then it falls into the interior and stays there for long. The times between crossings are then a mixture of very short and very long stays.

A small chain shows the damage. Place border states A* and B* between A and B. The rates are 0.05 for climbing from A to A* or from B to B*, 5 for falling back, and 50 for flicker between A* and B*, all per picosecond. Count A and A* together as the left basin, so its population is $1/2$ by symmetry.

Let $u$ be the probability of reaching B before A from A*. The next jump goes to B* with probability $50/55$. From B*, symmetry makes the chance of reaching B first equal to $1-u$. Thus

$$u=\frac{50}{55}(1-u)\quad\Rightarrow\quad u=\frac{10}{21}=0.476 .$$

Balance between A and A* gives $\pi_{A^*}=0.01\,\pi_A$. With $\pi_A+\pi_{A^*}=1/2$, this means $\pi_A=0.5/1.01$. In 4000 ps the expected counts, both directions included, are

$$N_{\rm raw}=2\,\pi_{A^*}(50)(4000)\simeq1980,\qquad N_{\rm com}=2\,\pi_A(0.05)(4000)\,u\simeq94 .$$

The second counts committed transitions, those that go from A to B, or back, without first returning to the state they left.

The variance of the time average, calculated for the full chain and converted with the linear step, gives a free-energy error of $0.2035\,k_B\Theta$. The committed count predicts $0.206\,k_B\Theta$, about 1% higher. The raw count predicts $0.045\,k_B\Theta$, too small by a factor of about 4.5. So, when the border states are rarely occupied, as here, register a transition when the system has reached the interior of the other basin, not when it touches the border.

**Q:** And if my dwell times are not exponential even after that?

**A:** Then the factor 4 changes. Suppose successive dwell times are still independent, and let $c_A$ and $c_B$ be their standard deviations divided by their means. After $M$ sojourns, the total time in A has relative variance $c_A^2/M$, and similarly for B. For small errors the log ratio therefore has variance

$$\frac{c_A^2+c_B^2}{M}=\frac{2(c_A^2+c_B^2)}{N}.$$

Exponential dwell times have $c_A=c_B=1$ and restore $4/N$. More regular hopping gives a smaller error; a mixture of very short and very long stays gives a larger one. If the dwell times are correlated, for example because a slow solvent or lattice coordinate changes the rates, their covariances enter as well, and this formula no longer holds.

The error bar also covers sampling alone. It says nothing about the error of the electronic-structure method, or about a third state that the trajectory never visited. The values quoted here can be compared with the numerical output below.

## Numbers as computed

```
rates a, b, k = 0.05, 0.20, 0.25 1/ps
trajectory length T = 400 ps; temperature = 300 K
population p of A = 0.80; correlation time 1/k = 4.0 ps
kT (rate times length) = 100; kT/2 = 50
expected transitions N = 32.0; simulated = 32.01
variance of p, limit formula = 0.003200
variance of p, exact formula = 0.003168
standard error of p, limit formula = 0.0566
standard error of p, simulated = 0.0563
exact/limit variance at kT = 0.3: 0.1361
exact/limit variance at kT = 3.0: 0.6833
exact/limit variance at kT = 100.0: 0.9900
bias of p when started in A = 0.00200
frames every 10.00 ps, n = 40: true error of p = 0.0685, if independent = 0.0632
frames every 1.00 ps, n = 400: true error of p = 0.0564, if independent = 0.0200
frames every 0.01 ps, n = 40000: true error of p = 0.0563, if independent = 0.0020
kB*Theta = 2.4943 kJ/mol = 25.85 meV
F_B - F_A = 3.458 kJ/mol
free-energy error, formula = 0.882 kJ/mol = 9.14 meV
free-energy error, simulated = 0.919 kJ/mol
coverage of 2-sigma bars from own count = 95.2 percent
common count N = 320: 2/sqrt(N) = 0.1118 (units of kB*Theta)
p = 0.50, T = 2560 ps: simulated error of p = 0.0280, of free energy = 0.1122 kB*Theta
p = 0.80, T = 4000 ps: simulated error of p = 0.0179, of free energy = 0.1123 kB*Theta
p = 0.95, T = 13474 ps: simulated error of p = 0.0053, of free energy = 0.1123 kB*Theta
M = 16 sojourns in each state: log-ratio variance = 0.12899, sampled = 0.12635, 2/M = 0.12500
chain rates: climb 0.05, fall 5.0, flicker 50.0 1/ps; length 4000 ps
chain: probability to reach B before A from A* = 0.4762
chain: raw crossings = 1980, committed = 94.3
chain free-energy error: true = 0.2035 kB*Theta
chain error from raw count = 0.0449 kB*Theta
chain error from committed count = 0.2060 kB*Theta
target error = 0.5 kJ/mol: N = 99.5, T = 1244 ps
```
